# Exact Harmonic Ring-Polymer Sampling with BCOCB and the Failure of OBABO: a numerical check

```python
"""
Result under test: for a harmonic potential, the BCOCB splitting of thermostatted
ring-polymer dynamics has exactly the P-bead Gibbs position distribution whenever
step*Omega < 2. OBABO with the exact free-ring step does not: below its first
resonance its primitive kinetic energy is too low by an amount growing with P.

Symbols: P beads; Omega external frequency; w ring-mode frequency; h time step.
Internally time is in 1/Omega, so the external stiffness LAM = Omega^2 = 1, and
covariances are in units of the bead velocity variance P/(beta m).
b = beta*hbar*Omega. Energies are in kT internally and in meV when printed.
B = half kick, A = exact free ring step, C = Cayley free ring step, O = thermostat.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, sqrtm
from scipy.optimize import brentq

LAM = 1.0
wavenumber, temperature, step_fs = 2000.0, 300.0, 0.5
omega_si = 2 * np.pi * sc.c * wavenumber * 100
b = sc.hbar * omega_si / (sc.k * temperature)
h_ex = omega_si * step_fs * 1e-15
kT = sc.k * temperature / sc.e * 1000


def springs(P):
    one = np.eye(P)
    return (P / b)**2 * (2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0))


def modes(P):
    return 2 * P / b * np.sin(np.arange(P) * np.pi / P)


def thermostat(S, t):
    """Exact Ornstein-Uhlenbeck step with mode-dependent friction."""
    n = len(S)
    d = expm(-t * (np.eye(n) + 0.1 * S))
    z = np.zeros((n, n))
    return (np.block([[np.eye(n), z], [z, d]]),
            np.block([[z, z], [z, np.eye(n) - d @ d]]))


def stages(S, h, middle, cayley):
    """List of (linear map, noise covariance), in order of application."""
    n = len(S)
    one, z = np.eye(n), np.zeros((n, n))
    quiet = np.zeros((2 * n, 2 * n))
    kick = (np.block([[one, z], [-0.5 * h * LAM * one, one]]), quiet)
    gen = np.block([[z, one], [-S, z]])
    big = np.eye(2 * n)
    if cayley:
        free = np.linalg.solve(big - h * gen / 2, big + h * gen / 2)
    else:
        free = expm(h * gen)
    if middle:
        root = (np.real(sqrtm(free)), quiet)
        return [kick, root, thermostat(S, h), root, kick]
    bath = thermostat(S, h / 2)
    return [bath, kick, (free, quiet), kick, bath]


def compose(parts):
    n = len(parts[0][0])
    lin, noise = np.eye(n), np.zeros((n, n))
    for a, q in parts:
        lin, noise = a @ lin, a @ noise @ a.T + q
    return lin, noise


def radius(parts):
    return np.max(np.abs(np.linalg.eigvals(compose(parts)[0])))


def stationary(parts):
    """Sum of L^k Q (L^T)^k over all k, by repeated doubling."""
    lin, cov = compose(parts)
    for _ in range(45):
        cov = cov + lin @ cov @ lin.T
        lin = lin @ lin
    return cov


def inverse_variance(w, h, middle, cayley):
    """Derived formula for the inverse scaled position variance of a mode."""
    w = np.asarray(w, float)
    if cayley:
        return (w**2 + LAM) * (1.0 if middle else 1 - h * h * LAM / 4)
    x = w * h / 2 if middle else w * h
    safe = np.where(x == 0, 1.0, x)
    xcot = np.where(x == 0, 1.0, safe / np.tan(safe))
    return w**2 + LAM * xcot - (0.0 if middle else h * h * LAM**2 / 4)


def estimators_formula(P, h, middle, cayley):
    w = modes(P)
    s = 1 / inverse_variance(w, h, middle, cayley)
    return 0.5 * np.sum(1 - w**2 * s), 0.5 * (1 + LAM * np.sum(s[1:]))


def estimators_beads(S, cov):
    """Primitive and centroid-virial kinetic energy from bead covariances."""
    P = len(S)
    x = cov[:P, :P]
    return (0.5 * P - 0.5 * np.trace(S @ x),
            0.5 * (1 + LAM * (np.trace(x) - x.sum() / P)))


def exact_ring(P):
    return 0.5 * np.sum(LAM / (modes(P)**2 + LAM))


SCHEMES = {"OBABO exact step": (False, False), "BAOAB exact step": (True, False),
           "OBCBO Cayley step": (False, True), "BCOCB Cayley step": (True, True)}

# Bead-space stationary laws against the mode formulas, small and large steps.
for P in (5, 8):
    S = springs(P)
    w2, vec = np.linalg.eigh(S)
    w = np.sqrt(np.where(w2 < 1e-10, 0.0, w2))
    for h in (h_ex, 1.2):
        for flags in SCHEMES.values():
            cov = stationary(stages(S, h, *flags))
            want = vec @ np.diag(1 / inverse_variance(w, h, *flags)) @ vec.T
            assert np.allclose(cov[:P, :P], want, rtol=1e-7, atol=1e-8)
            assert np.allclose(cov[:P, P:], 0, atol=1e-8)
            if flags == (True, True):
                assert np.allclose(cov[P:, P:], (1 - h*h*LAM/4) * np.eye(P), atol=1e-8)
            if flags == (False, False):
                assert np.allclose(cov[P:, P:], np.eye(P), atol=1e-8)

# The Cayley angle is the one that makes the middle-thermostat scheme exact.
w1, h1 = 3.0, 0.5


def variance_error(phi):
    c, s = np.cos(phi), np.sin(phi)
    quiet = np.zeros((2, 2))
    rot = (np.array([[c, s / w1], [-w1 * s, c]]), quiet)
    kick = (np.array([[1, 0], [-h1 * LAM / 2, 1]]), quiet)
    bath = thermostat(np.array([[w1**2]]), h1)
    return stationary([kick, rot, bath, rot, kick])[0, 0] - 1 / (w1**2 + LAM)


angle = brentq(variance_error, 0.3, 1.2, xtol=1e-13)
assert abs(np.tan(angle) - w1 * h1 / 2) < 1e-7

# Stability: damped maps diverge exactly where the OBABO formula turns negative.
found = 0
for w in np.linspace(0.05, 12.0, 400):
    unstable = radius(stages(np.array([[w * w]]), 0.9, False, False)) > 1
    assert unstable == (inverse_variance(w, 0.9, False, False) < 0)
    found += unstable
assert found > 0
assert radius(stages(springs(16), 1.99, True, True)) < 1
assert radius(stages(springs(16), 2.01, True, True)) > 1

# High-mode deficits in units of h^2 LAM, from stationary covariances.
w_hi, h_lo = 25.0, 0.004
coefficient = {}
for name, flags in SCHEMES.items():
    var = stationary(stages(np.array([[w_hi**2]]), h_lo, *flags))[0, 0]
    coefficient[name] = w_hi**2 * (var - 1 / (w_hi**2 + LAM)) / (h_lo**2 * LAM)
for name, value in zip(SCHEMES, (1/3, 1/12, 1/4, 0.0)):
    assert abs(coefficient[name] - value) < 0.004

# Order-h^2 OBABO errors: primitive grows as P, virial converges.
tiny = 1e-4
lead = {}
for P in (256, 1024):
    prim, vir = estimators_formula(P, tiny, False, False)
    vir0 = 0.5 * (1 + np.sum(LAM / (modes(P)[1:]**2 + LAM)))
    lead[P] = ((exact_ring(P) - prim) / tiny**2, (vir - vir0) / tiny**2)
ratio_prim = lead[1024][0] / lead[256][0]
ratio_vir = lead[1024][1] / lead[256][1]
assert abs(ratio_prim - 4) < 0.2 and abs(ratio_vir - 1) < 0.01

# Scan of P at fixed step: growth and lower bound below the first resonance.
P_max = 512
stable = {P: bool(np.all(inverse_variance(modes(P), h_ex, False, False) > 0))
          for P in range(2, P_max + 1)}
first_bad = min(P for P in stable if not stable[P])
previous, last_safe = 0.0, 1
bound = {}
for P in range(2, first_bad):
    w = modes(P)
    if w.max() * h_ex >= np.pi:
        break
    deficit = exact_ring(P) - estimators_formula(P, h_ex, False, False)[0]
    bound[P] = LAM * h_ex**2 / 6 * np.sum((w**2 / (w**2 + LAM))**2)
    assert deficit > previous and deficit >= bound[P]
    previous, last_safe = deficit, P
assert last_safe >= 76
assert radius(stages(springs(first_bad), h_ex, False, False)) > 1
assert radius(stages(springs(first_bad), h_ex, True, True)) < 1
later = {P: estimators_formula(P, h_ex, False, False)[0]
         for P in stable if stable[P] and P > first_bad}

# Quantum limit from an explicit sum over oscillator levels.
levels = np.arange(200) + 0.5
weights = np.exp(-b * (levels - 0.5))
K_quantum = b * np.sum(weights * levels / 2) / np.sum(weights)
assert abs(K_quantum - b / 4 / np.tanh(b / 2)) < 1e-12
assert abs(exact_ring(4096) / K_quantum - 1) < 1e-5

print(f"wavenumber {wavenumber:.0f} cm^-1, temperature {temperature:.0f} K, step {step_fs} fs")
print(f"kT = {kT:.4f} meV; beta*hbar*Omega = {b:.4f}; h*Omega = {h_ex:.5f}")
print(f"h^2 Omega^2 = {h_ex**2:.5f}; BCOCB step limit 2/Omega = {2e15/omega_si:.3f} fs")
print(f"BCOCB momentum variance factor = {1-h_ex**2/4:.5f}")
print(f"quantum kinetic energy (P to infinity) = {K_quantum*kT:.4f} meV")
print("kinetic energies in meV from bead-space stationary covariances:")
print("P | exact ring | BCOCB prim | BCOCB virial | OBABO prim | OBABO virial")
for P in (8, 16, 32, 64, 76, 128):
    S = springs(P)
    cov = stationary(stages(S, h_ex, True, True))
    assert np.allclose((S + LAM * np.eye(P)) @ cov[:P, :P], np.eye(P), atol=1e-7)
    good = estimators_beads(S, cov)
    assert np.allclose(good[0], exact_ring(P), rtol=1e-6)
    assert np.allclose(good, estimators_formula(P, h_ex, True, True), rtol=1e-6)
    line = f"{P} | {exact_ring(P)*kT:.4f} | {good[0]*kT:.4f} | {good[1]*kT:.4f} | "
    if stable[P]:
        bad = estimators_beads(S, stationary(stages(S, h_ex, False, False)))
        assert np.allclose(bad, estimators_formula(P, h_ex, False, False), rtol=1e-5, atol=1e-5)
        line += f"{bad[0]*kT:.4f} | {bad[1]*kT:.4f}"
    else:
        line += "no stationary law"
    print(line)
print("OBABO primitive deficit and its lower bound, meV:")
for P in (8, 16, 32, 64, 76):
    gap = exact_ring(P) - estimators_formula(P, h_ex, False, False)[0]
    print(f"P = {P}: deficit {gap*kT:.4f}, bound {bound[P]*kT:.4f}")
print("primitive kinetic energy at P = 64 and high-mode coefficient:")
for name, flags in SCHEMES.items():
    print(f"{name}: {estimators_formula(64, h_ex, *flags)[0]*kT:.4f} meV, "
          f"coefficient {abs(coefficient[name]):.4f}")
w_top = modes(64).max()
inv_top = float(inverse_variance(w_top, h_ex, False, False))
print(f"highest mode at P = 64: w/Omega = {w_top:.4f}, w*h = {w_top*h_ex:.4f} rad")
print(f"its x*cot(x) = {w_top*h_ex/np.tan(w_top*h_ex):.4f}; OBABO variance / exact = "
      f"{(w_top**2+LAM)/inv_top:.5f}")
print(f"order-h^2 error ratio, P = 1024 to 256: primitive {ratio_prim:.3f}, virial {ratio_vir:.4f}")
print(f"largest P of the monotone range = {last_safe}; first unstable P = {first_bad}")
print(f"unstable P values from 2 to {P_max}: {sum(not v for v in stable.values())} of {len(stable)}")
P_low, P_high = min(later, key=later.get), max(later, key=later.get)
print(f"stable P above first unstable: lowest OBABO prim {later[P_low]*kT:.2f} meV at P = {P_low}")
print(f"stable P above first unstable: highest OBABO prim {later[P_high]*kT:.2f} meV at P = {P_high}")
print(f"root search: tan(half angle) = {np.tan(angle):.6f}, w*h/2 = {w1*h1/2:.6f}")
print("all tests passed")
```

Output:

```
wavenumber 2000 cm^-1, temperature 300 K, step 0.5 fs
kT = 25.8520 meV; beta*hbar*Omega = 9.5918; h*Omega = 0.18837
h^2 Omega^2 = 0.03548; BCOCB step limit 2/Omega = 5.309 fs
BCOCB momentum variance factor = 0.99113
quantum kinetic energy (P to infinity) = 62.0006 meV
kinetic energies in meV from bead-space stationary covariances:
P | exact ring | BCOCB prim | BCOCB virial | OBABO prim | OBABO virial
8 | 53.1817 | 53.1817 | 53.1817 | 52.6377 | 53.6017
16 | 59.3911 | 59.3911 | 59.3911 | 57.6829 | 59.8926
32 | 61.3161 | 61.3161 | 61.3161 | 56.9128 | 61.8496
64 | 61.8273 | 61.8273 | 61.8273 | 48.5496 | 62.3934
76 | 61.8775 | 61.8775 | 61.8775 | 34.1234 | 62.4940
128 | 61.9571 | 61.9571 | 61.9571 | 49.1133 | 62.5051
OBABO primitive deficit and its lower bound, meV:
P = 8: deficit 0.5440, bound 0.3633
P = 16: deficit 1.7083, bound 1.4219
P = 32: deficit 4.4033, bound 3.8127
P = 64: deficit 13.2777, bound 8.6898
P = 76: deficit 27.7542, bound 10.5229
primitive kinetic energy at P = 64 and high-mode coefficient:
OBABO exact step: 48.5496 meV, coefficient 0.3329
BAOAB exact step: 59.5050 meV, coefficient 0.0831
OBCBO Cayley step: 54.9768 meV, coefficient 0.2496
BCOCB Cayley step: 61.8273 meV, coefficient 0.0000
highest mode at P = 64: w/Omega = 13.3447, w*h = 2.5137 rad
its x*cot(x) = -3.4627; OBABO variance / exact = 1.02561
order-h^2 error ratio, P = 1024 to 256: primitive 4.065, virial 1.0003
largest P of the monotone range = 79; first unstable P = 80
unstable P values from 2 to 512: 84 of 511
stable P above first unstable: lowest OBABO prim -3070.50 meV at P = 274
stable P above first unstable: highest OBABO prim 92.68 meV at P = 484
root search: tan(half angle) = 0.750000, w*h/2 = 0.750000
all tests passed
```
